# Curvature-dependent sputter erosion in Sigmund's Gaussian model at normal incidence

A profile simulator that gives every horizontal patch of surface the same sputter rate lowers a shallow ripple without changing its shape. Sigmund's model predicts otherwise: the bottom of a trough is removed faster than the top of a crest, so erosion by itself deepens the ripple. A simulator without this term misses the growth, and one with the wrong sign turns it into smoothing. The term, its sign and its range of use are derived here.

## Model and sign conventions

The surface is \(z=h(x,y)\), with \(z\) pointing out of the solid and \(h\) single-valued. Ions travel along \(-z\) with flux \(J\) per unit horizontal area. An ion that enters at \((x,y,h)\) deposits its energy \(\varepsilon\) in a Gaussian cloud centred a depth \(a>0\) below the entry point, with standard deviation \(\alpha\) along the beam and \(\beta\) in each direction across it. At vertical distance \(Z\) and lateral distance \(R\) from its centre, the energy density is

\[
E=\frac{\varepsilon}{(2\pi)^{3/2}\alpha\beta^2}
\exp\!\left(-\frac{Z^2}{2\alpha^2}-\frac{R^2}{2\beta^2}\right).
\]

The speed \(v\) at which the surface recedes along its normal is taken as \(\Lambda\) times the power density deposited at the surface point, with \(\Lambda\) constant. Removal counts as \(v>0\). In a trough \(\nabla^2h>0\); on a crest \(\nabla^2h<0\). In a code that stores etched depth \(d=-h\), \(\nabla^2h\) becomes \(-\nabla^2d\) in the expression for \(v\). Because \(\partial d/\partial t=-\partial h/\partial t\), the Laplacian term of the evolution equation has the same sign in \(d\) as in \(h\); only the uniform removal term changes sign.

## The erosion integral

Put the observation point at the origin, so that \(h(0,0)=0\). Where the surface is inclined by an angle \(\theta\), the flux per unit surface area is \(J\cos\theta\), and the surface area above \(dx\,dy\) is \(dx\,dy/\cos\theta\). The cosines cancel, and \(J\,dx\,dy\) ions arrive per unit time.

The cloud of an ion entering at \((x,y,h)\) is centred at \((x,y,h-a)\). Seen from the origin, \(Z^2=(h-a)^2\) and \(R^2=x^2+y^2\). Summing over all ions gives

\[
v=\frac{\Lambda J\varepsilon}{(2\pi)^{3/2}\alpha\beta^2}
\iint dx\,dy\,
\exp\!\left[-\frac{(h-a)^2}{2\alpha^2}-\frac{x^2+y^2}{2\beta^2}\right].
\]

For a flat surface \(h=0\). The lateral integral is \(2\pi\beta^2\), so

\[
v_0=\frac{\Lambda J\varepsilon}{\sqrt{2\pi}\,\alpha}\,e^{-a^2/(2\alpha^2)} .
\]

Let \(\langle\cdots\rangle\) denote the average over the normalized lateral Gaussian. Since \((h-a)^2=a^2-2ah+h^2\), dividing by \(v_0\) gives, within the model,

\[
\frac{v}{v_0}=\left\langle
\exp\!\left(\frac{ah-h^2/2}{\alpha^2}\right)\right\rangle. \tag{1}
\]

## The local curvature coefficient

At a point of zero slope the leading form of the surface is

\[
h=\tfrac12h_{xx}x^2+h_{xy}xy+\tfrac12h_{yy}y^2 .
\]

To first order in \(h\), the exponential in (1) is \(1+ah/\alpha^2\). The Gaussian has \(\langle x^2\rangle=\langle y^2\rangle=\beta^2\) and \(\langle xy\rangle=0\), hence

\[
\langle h\rangle=\tfrac12\beta^2(h_{xx}+h_{yy})=\tfrac12\beta^2\nabla^2h ,
\]

and therefore

\[
\boxed{\;v=v_0\left(1+\frac{a\beta^2}{2\alpha^2}\nabla^2h\right)
=v_0+S\nabla^2h,\qquad S=v_0\frac{a\beta^2}{2\alpha^2}\;}. \tag{2}
\]

Every factor in \(S\) is positive, so a trough erodes faster than a flat surface and a crest more slowly. The expansion requires \((a\beta^2/\alpha^2)|\kappa|\ll1\) and \((\beta^2/a)|\kappa|\ll1\) for each principal curvature \(\kappa\), and curvatures that change little over a distance \(\beta\). A small Laplacian alone is not enough: on a saddle two large curvatures can cancel in it.

The cause is the depth of the deposit. Around a trough bottom, neighbouring ions enter higher up, and their clouds are centred closer to the level of the bottom. Around a crest they enter lower, and their clouds lie further below the top. If \(a=0\), raising or lowering an entry point moves the cloud away from the observation level equally, and the first-order effect vanishes. It also vanishes as \(\beta\to0\), because neighbouring ions then contribute nothing.

Equation (2) was tested by integrating the three-dimensional deposit numerically for \((a,\alpha,\beta)=(2.0,1.0,0.8)\), \((1.3,0.9,1.2)\) and \((3.0,1.7,0.6)\) nm, on parabolic grooves, bowls and saddles and their inverted forms. The derivative of \(v/v_0\) with respect to curvature agreed with the formula to within \(10^{-5}\) nm.

## Ripples and the form to implement

At a general point \(\mathbf r_0\), the height in (1) is \(h(\mathbf r_0+\mathbf r)-h(\mathbf r_0)\). A constant slope contributes a term odd in \(\mathbf r\), which averages to zero at first order. The vertical speed is \(v\sqrt{1+|\nabla h|^2}\), which differs from \(v\) only at second order in slope. To first order in height, therefore,

\[
\frac{\partial h}{\partial t}
=-v_0-\frac{v_0a}{\alpha^2}\left(\bar h-h\right), \tag{3}
\]

where \(\bar h\) is \(h\) smoothed with a lateral Gaussian of standard deviation \(\beta\). For slowly varying curvature \(\bar h-h\simeq\frac12\beta^2\nabla^2h\), and (3) becomes \(\partial h/\partial t=-v_0-S\nabla^2h\): diffusion with a negative coefficient.

Insert \(h=-v_0t+A(t)\cos kx\). The uniform part cancels in \(\bar h-h\). Completing the square in the Gaussian integral gives \(\langle e^{ikx}\rangle=e^{-k^2\beta^2/2}\), so smoothing multiplies the cosine by this factor. The amplitude obeys \(dA/dt=\sigma A\) with

\[
\sigma(k)=v_0\frac{a}{\alpha^2}\left(1-e^{-k^2\beta^2/2}\right). \tag{4}
\]

For \(k\beta\ll1\) this is \(Sk^2\). For \(k\beta\gg1\) it saturates at \(v_0a/\alpha^2\). Numerical integration over ripples of wavelength 40, 8 and 3 nm, with the parameters of the example below, reproduced (4) to a relative accuracy of \(10^{-5}\).

The difference matters in a code. On a grid of spacing \(\Delta\), the three-point Laplacian of an alternating pattern is \(-4h/\Delta^2\). The local law then amplifies grid noise at the rate \(4S/\Delta^2\) in one dimension, and \(8S/\Delta^2\) for a checkerboard on a square grid; both grow without limit as the grid is refined. Form (3) has a bounded rate, but still amplifies short waves. Either form needs the smoothing processes of the real surface before it can predict a pattern.

## Large amplitudes

Equation (1) also settles the sign beyond small curvature. At the highest point of a surface the relative heights are \(h=-u\) with \(u\ge0\), and the exponent is \(-(au+u^2/2)/\alpha^2\le0\). Unless the surface is flat, the highest point erodes more slowly than a flat surface.

At the lowest point \(h=u\ge0\), and the exponent is \(u(2a-u)/(2\alpha^2)\). It is non-negative if all relative heights lie between 0 and \(2a\). Under that condition the lowest point of a non-flat surface erodes faster than a flat one. For a sinusoid this is guaranteed when its amplitude, half its peak-to-valley height, does not exceed \(a\).

For a sinusoid the trough-to-crest comparison holds at every amplitude. Its trough and crest see relative heights \(u\) and \(-u\) with the same \(u(x)=A(1-\cos kx)\). Since

\[
(u+a)^2-(u-a)^2=4au\ge0 ,
\]

each entry position contributes at least as much energy at the trough as at the crest, and more wherever \(u>0\).

With \(a=2.0\), \(\alpha=1.0\) and \(\beta=0.8\) nm, a ripple of amplitude 1.9 nm and wavelength 5 nm gives \(v/v_0=3.00\) at the trough and 0.44 at the crest. An amplitude of 40 nm at a wavelength of 1 nm, an unphysical shape used to probe the formula, gives 0.53 and 0.042. Here the trough is slower than a flat surface, because most neighbouring ions deposit their energy too far above its bottom, yet it remains faster than the crest. For features of unlike shape this ordering is not guaranteed: a trough this extreme is slower than a very gentle crest, whose rate is close to \(v_0\).

## Worked example: argon ions on silicon

Take 500 eV argon ions, a current density of 1 mA/cm², a yield \(Y=0.5\) atoms per ion, and \(a=2.0\), \(\alpha=1.0\), \(\beta=0.8\) nm. These are rough values. The current density corresponds to \(J=62.4\) ions/(nm² s). The density and molar mass of silicon give an atomic volume \(\Omega=0.0200\) nm³. Thus

\[
v_0=J\Omega Y=62.4\times0.0200\times0.5\simeq0.625\ \text{nm/s}=37.5\ \text{nm/min}.
\]

Fixing \(v_0\) through the yield determines \(\Lambda=3.7\times10^{-4}\) nm⁴/eV, with all 500 eV counted as deposited. The curvature terms are

\[
\frac{a\beta^2}{2\alpha^2}=\frac{2.0\times0.64}{2\times1.0}=0.64\ \text{nm},
\qquad S=0.625\times0.64=0.40\ \text{nm}^2/\text{s}.
\]

A ripple of wavelength 40 nm and amplitude \(A=0.5\) nm has \(k=0.157\) nm⁻¹ and \(\nabla^2h=Ak^2=0.0123\) nm⁻¹ at the trough. The linear change is \(0.64\times0.0123=0.0079\), or 0.79% of \(v_0\), with opposite signs at trough and crest. The full integral gives 37.78 nm/min at the trough and 37.19 nm/min at the crest, a difference of 0.59 nm/min.

The full deviations from \(v_0\), \(+0.00793\) and \(-0.00780\), are not quite symmetric. The second-order term of (1) is

\[
\frac{1}{2\alpha^2}\left(\frac{a^2}{\alpha^2}-1\right)\langle h^2\rangle,
\qquad
\langle h^2\rangle\simeq\tfrac34(\nabla^2h)^2\beta^4 ,
\]

where \(\langle x^4\rangle=3\beta^4\) was used. It raises both rates by about \(7\times10^{-5}v_0\), which accounts for the asymmetry.

Between trough and crest the slope reaches \(Ak=0.079\). Terms of second order in slope, dropped in (3), raise the vertical speed there by about

\[
\left[\frac12+\frac{\beta^2}{2\alpha^2}\left(\frac{a^2}{\alpha^2}-1\right)\right](Ak)^2v_0\simeq0.009\,v_0 ,
\]

slightly more than the curvature adds at the trough. This contribution varies as \(\sin^2kx\), so at this order it changes the mean rate and the ripple's shape, but not the growth rate of \(\cos kx\). For the instantaneous rates from (3) to dominate this term, the amplitude must be well below 0.4 nm for these parameters. Over time the limit is tighter, because under erosion alone the \(\cos2kx\) component grows about four times faster than \(\cos kx\). After one e-folding of the ripple it reaches about a tenth of the fundamental for a starting amplitude of 0.01 nm, and about a third for 0.04 nm.

From (4), erosion alone gives \(\sigma=0.0098\) s⁻¹, an e-folding time of 102 s. At a wavelength of 7.7 nm the full growth rate is 90% of the local value \(Sk^2\). The shortfall is 10% of the local rate; relative to the full rate, the local law is 11% too high.

## What the model leaves out

**Recoil redistribution.** Ions also push atoms that stay in the solid. Let \(\delta\) be the sum of their forward displacements per ion. Assume that the solid restores its density, so that only motion along the surface persists. On a slope of angle \(\theta\), the beam direction has a downhill component \(\sin\theta\) along the surface, whose horizontal projection is \(\sin\theta\cos\theta\). For small slopes the volume current is \(-J\Omega\delta\nabla h\). Conservation of volume then adds

\[
\left.\frac{\partial h}{\partial t}\right|_{\rm redist}
=+D\nabla^2h,\qquad D=J\Omega\delta .
\]

This opposes the erosive term. With \(v_0=J\Omega Y\), the two balance at long wavelength when

\[
\delta=Y\frac{a\beta^2}{2\alpha^2}=0.5\times0.64=0.32\ \text{nm}.
\]

If ten atoms per ion each move 0.2 nm forward, a rough estimate, then \(\delta=2.0\) nm, \(D=2.5\) nm²/s and \(D/S=6.2\). The example ripple then has a net rate of \(-0.052\) s⁻¹ and decays. Since \(1-e^{-s}\le s\), (4) gives \(\sigma\le Sk^2\), so with \(D>S\) every wavelength decays in this combined linear model as long as the redistribution term is taken as strictly local. That form is a long-wavelength one and says nothing reliable about wavelengths comparable to the cascade size: if the term were smoothed over a lateral width of 0.8 nm, wavelengths below about 2 nm would grow. Sputtering still removes more from the trough, but redistribution refills it faster.

**Redeposition.** In a long groove, let \(\gamma\) be the largest elevation of the wall seen from the trough, looking straight across. At azimuth \(\varphi\) from that direction the wall blocks elevations up to \(\eta\), where \(\tan\eta=\tan\gamma\,|\cos\varphi|\). Cosine emission sends a fraction \(\sin^2\eta\) below elevation \(\eta\). With \(w=\tan\varphi\), the azimuthal average is

\[
1-\frac1\pi\int_{-\infty}^{\infty}\frac{dw}{1+\tan^2\gamma+w^2}
=1-\cos\gamma .
\]

If the walls emit equally strongly and every returning atom sticks, the trough receives the same fraction that it loses to the walls. Here \(\gamma=3.3^\circ\), and the returned flux is 0.16% of \(v_0\). The crest receives none, so the trough-to-crest difference falls by about 10%. The correction grows as \(A^2\), whereas the difference itself grows as \(A\), so it disappears for shallow ripples.

**Angular spread.** For a collisionless sheath and a rough ion temperature of 0.05 eV, the typical tilt is \(\sqrt{0.05/500}=0.01\) rad, or \(0.57^\circ\). Integrating the tilted deposit changes the curvature coefficient, averaged over the two lateral directions, by 0.02%. Collisions in the sheath would widen the spread.

## Use for real surfaces

The cloud dimensions are rough inputs, and \(S\) is sensitive to them. With \(v_0\), \(a\) and \(\alpha\) held fixed, \(S\propto\beta^2\), so a 20% larger \(\beta\) raises \(S\) by 44%. Reactive gases change the yield and can make \(\Lambda\) depend on surface composition, which the model excludes.

Of the assumptions whose effect was estimated above, the one that matters most is that atoms are either removed or left in place. With the rough \(\delta\) above, dropping it changes the net long-wavelength coefficient of \(-\nabla^2h\) from \(S=0.40\) to \(S-D=-2.1\) nm²/s, from roughening to smoothing. Viscous flow and surface diffusion are not sized here; they add further smoothing. Equation (2), or its bounded form (3) on grids as fine as \(\beta\), should therefore enter a simulator as the curvature part of the erosion term for nearly horizontal surfaces, alongside the slope dependence of the erosion rate and a separate redistribution term. Steep sidewalls need the coefficients for oblique incidence.

## Calculated quantities

```
INPUTS (rough values, argon ions on silicon)
ion energy = 500 eV; yield = 0.50 atoms/ion
a = 2.0 nm; alpha = 1.0 nm; beta = 0.8 nm
ion current density = 1.0 mA/cm^2
mass density = 2.33 g/cm^3; molar mass = 28.09 g/mol
ripple wavelength = 40 nm; amplitude = 0.5 nm
EROSION
ion flux J = 62.42 ions/(nm^2 s)
atomic volume = 0.02002 nm^3
flat erosion rate v0 = 0.6247 nm/s = 37.48 nm/min
Lambda fixed by the yield = 3.7079e-04 nm^4/eV
curvature length a beta^2/(2 alpha^2) = 0.6400 nm
curvature coefficient S = 0.3998 nm^2/s
ripple wavenumber k = 0.15708 1/nm
laplacian of h at trough = 0.01234 1/nm
trough v/v0: linear 1.007896, full 1.007934
crest v/v0: linear 0.992104, full 0.992204
trough rate, full = 37.782 nm/min
crest rate, full = 37.193 nm/min
trough minus crest, full = 0.5896 nm/min
contrast/v0: linear 1.5791 %, full 1.5730 %
ripple growth rate: local 0.009866 1/s, all k 0.009827 1/s
e-folding time, erosion alone = 101.8 s
wavelength where local law is 10 % too high = 7.67 nm
FINITE AMPLITUDE, v/v0
amplitude 1.90 nm, wavelength 5 nm: trough 3.0040, crest 0.4424
amplitude 40 nm, wavelength 1 nm: trough 0.5304, crest 0.0417
NEGLECTED EFFECTS
recoils: 10 atoms/ion, 0.2 nm each; delta = 2.00 nm
delta that cancels erosive instability = 0.320 nm
redistribution coefficient D = 2.4990 nm^2/s; D/S = 6.25
net ripple growth rate with redistribution = -0.05183 1/s
horizon elevation seen from trough = 3.257 deg
redeposited fraction at trough = 0.1615 % of v0
redeposition / trough-crest contrast = 10.27 %
ion temperature = 0.05 eV; beam tilt = 0.573 deg
change of curvature coefficient by tilt = 0.0164 %
```
